# Dose averaging by a triangular scanned slit

## Problem

In a scanner the wafer moves under an illuminated slit while a pulsed laser fires at a fixed rate. A wafer point therefore collects its dose from many pulses, each weighted by the slit intensity at the place where the point then stands.

The intensity along the scan direction is a symmetric triangle of full base width $W$. The wafer advances by $s$ between pulses, and $N=W/s$ is a whole number. Pulse $k$ carries the energy factor $1+e_k$. The errors $e_k$ have zero mean, are independent, and share the standard deviation $\sigma$, which is relative to the mean pulse energy.

**(a)** Show that for large $N$ the relative standard deviation of the dose equals that of $3N/4$ equally weighted pulses with the same $\sigma$.

**(b)** For even $N$, find the correction at finite $N$, including its dependence on where the first pulse falls.

**(c)** An ArF scanner has a slit base of 10 mm, a scan speed of 600 mm/s, a repetition rate of 6000 Hz, a pulse energy noise of 3 % and a mean dose of 30 mJ/cm². These are rough typical values. Find the dose noise, and compare it with photon shot noise and laser speckle, which the model leaves out.

## Hints

1. Write the dose as a weighted sum of pulse energies. What does independence do to the cross terms in its variance?
2. Work out the relative variance for $n$ equal weights first. It tells you which combination of weights deserves the name "effective number of pulses".
3. Divide the slit base into $N$ cells of equal width. Each holds one pulse. How far can a sample of a function differ from the mean of that function over its cell?
4. For part (b), pair each pulse on the rising side with the pulse half a base further on.
5. For part (c), ask of each neglected effect whether it is shared by all pulses, by neighbouring pulses, or by none, and whether it is shared by neighbouring wafer points.

## Solution

### (a) The effective number of pulses

Measure position in the slit by $u$, which runs from 0 at one edge to 1 at the other. The profile with unit peak is
$$w(u)=1-|2u-1| .$$
The pulses find the wafer point at
$$u_k=\frac{k+\varphi}{N},\qquad k=0,\dots,N-1,\qquad 0\le\varphi<1 .$$
The firing phase $\varphi$ differs from one wafer point to another. With $w_k=w(u_k)$, and $F$ the mean dose that one pulse delivers at the slit peak, the total dose is
$$D=F\sum_k w_k(1+e_k).$$

Since $\langle e_k\rangle=0$, the mean is $\langle D\rangle=F\sum_k w_k$. The deviation from it is $F\sum_k w_ke_k$, so
$$\operatorname{Var}D=F^2\sum_{j,k}w_jw_k\langle e_je_k\rangle .$$
Independence makes $\langle e_je_k\rangle=\langle e_j\rangle\langle e_k\rangle=0$ for $j\ne k$, while $\langle e_k^2\rangle=\sigma^2$. Only the diagonal terms survive:
$$\operatorname{Var}D=F^2\sigma^2\sum_k w_k^2 .$$
Dividing by the squared mean removes $F$:
$$\left(\frac{\sigma_D}{\langle D\rangle}\right)^2=\frac{\sigma^2}{N_{\rm eff}},\qquad N_{\rm eff}=\frac{\left(\sum_k w_k\right)^2}{\sum_k w_k^2}.$$

For $n$ pulses of equal weight $a$ this gives $(na)^2/(na^2)=n$. Thus $N_{\rm eff}$ is the number of equally weighted pulses with the same relative dose noise.

It remains to evaluate the two sums. Let $f$ stand for $w$ or $w^2$. Cell $k$ reaches from $k/N$ to $(k+1)/N$ and contains the sample $u_k$. The mean of $f$ over the cell is $N\int_{\rm cell}f\,du$. Both the sample and the mean lie between the smallest and largest values of $f$ in the cell, so they differ by no more than the total rise and fall of $f$ there. Adding all cells,
$$\left|\sum_k f(u_k)-N\int_0^1 f\,du\right|\le 2,$$
because $w$ and $w^2$ each rise from 0 to 1 and fall back to 0. This holds for odd and even $N$ and for any phase.

The two halves of the triangle contribute equally to the integrals:
$$\int_0^1w\,du=2\int_0^{1/2}2u\,du=\frac12,\qquad
\int_0^1w^2\,du=2\int_0^{1/2}4u^2\,du=\frac13 .$$
Hence $\sum_k w_k$ differs from $N/2$ by at most 2, and $\sum_k w_k^2$ differs from $N/3$ by at most 2. After division by $N$ these differences vanish as $N$ grows, and
$$\frac{N_{\rm eff}}{N}=\frac{\left(\frac1N\sum_k w_k\right)^2}{\frac1N\sum_k w_k^2}\;\longrightarrow\;\frac{(1/2)^2}{1/3}=\frac34 .$$
This is the required result. It equates variances, not whole probability distributions, and $3N/4$ need not be a whole number.

**Where the missing quarter goes.** The outer half of the pulses, those with $w<1/2$, lie in $u<1/4$ and $u>3/4$. Their share of the mean dose is
$$\frac{2\int_0^{1/4}2u\,du}{1/2}=\frac{1/8}{1/2}=\frac14,$$
and their share of the variance is
$$\frac{2\int_0^{1/4}4u^2\,du}{1/3}=\frac{1/24}{1/3}=\frac18 .$$
The inner half supplies three quarters of the dose and seven eighths of the variance. An edge pulse counts for less than a central one, but the edge pulses still matter: the inner half alone would give $N_{\rm eff}/N=(3/8)^2/(7/24)=0.48$ instead of $0.75$.

**What is being counted.** Here $N$ refers to the full base. If one counts the $N_h=N/2$ pulses within the width at half height, the same result reads $N_{\rm eff}=3N_h/2$. A rectangular slit with the same peak pulse dose and the same mean dose would use $N/2$ pulses, all at full weight. At fixed peak and fixed dose, the triangle therefore averages better than the rectangle. At fixed full base it averages worse, since the rectangle then has $N_{\rm eff}=N$.

### (b) The correction at finite N

Put $N=2M$ and define
$$v_k=\frac{k+\varphi}{M},\qquad k=0,\dots,M-1 .$$
On the rising side $2u_k=v_k<1$, so $w_k=v_k$. The pulse $M$ places later has $2u_{k+M}=1+v_k$, so $w_{k+M}=1-v_k$. Each pair of weights adds to 1, and therefore
$$\sum_k w_k=M=\frac N2$$
for every phase. The mean dose does not depend on the firing phase when $N$ is even.

The squares of a pair add to $v_k^2+(1-v_k)^2=1-2v_k+2v_k^2$. From $\sum k=M(M-1)/2$ and $\sum k^2=M(M-1)(2M-1)/6$ we have
$$\sum_{k=0}^{M-1}v_k=\frac{M-1}{2}+\varphi,$$
$$\sum_{k=0}^{M-1}v_k^2=\frac{(M-1)(2M-1)}{6M}+\frac{\varphi(M-1)}{M}+\frac{\varphi^2}{M}.$$
Using $(M-1)(2M-1)=2M^2-3M+1$,
$$\begin{aligned}
\sum_k w_k^2&=M-(M-1)-2\varphi+\frac{2M^2-3M+1}{3M}+2\varphi-\frac{2\varphi}{M}+\frac{2\varphi^2}{M}\\
&=\frac{2M}{3}+\frac1M\left[\frac13-2\varphi(1-\varphi)\right].
\end{aligned}$$
The constants $+1$ and $-1$ cancel, as do the terms $\mp2\varphi$. Taking out $2M/3=N/3$ and setting $M^2=N^2/4$,
$$\sum_k w_k^2=\frac N3\left[1+\frac{2-12\varphi(1-\varphi)}{N^2}\right].$$
Dividing $(N/2)^2$ by this gives
$$N_{\rm eff}=\frac{3N/4}{1+\dfrac{2-12\varphi(1-\varphi)}{N^2}} .$$

Since $\varphi(1-\varphi)$ runs from 0 to $1/4$, the fraction in the denominator runs from $+2/N^2$ at $\varphi=0$ to $-1/N^2$ at $\varphi=1/2$. At $\varphi=0$ one pulse falls on the slit edge, where its weight is zero.

The case $N=4$ can be checked by hand. For $\varphi=1/2$ the weights are $\frac14,\frac34,\frac34,\frac14$, with sum 2 and sum of squares $\frac54$, so $N_{\rm eff}=4/1.25=3.2$. For $\varphi=0$ they are $0,\frac12,1,\frac12$, which gives $4/1.5=2.67$. The large-$N$ value is 3. At $N=100$ the two phases give 75.01 and 74.99, so the limit is ample for a scanner.

### (c) The ArF scanner

The step is $s=(600\ \text{mm/s})/(6000\ \text{Hz})=0.100$ mm, so $N=10/0.100=100$ and $N_{\rm eff}=75$. From $\langle D\rangle=FN/2$, the pulse dose at the slit peak is
$$F=\frac{2\times30}{100}=0.600\ \text{mJ/cm}^2 .$$
The dose noise is
$$\frac{\sigma_D}{\langle D\rangle}=\frac{3\,\%}{\sqrt{75}}=0.346\,\%,$$
or 0.104 mJ/cm². Equal weighting of all 100 pulses would give 0.300 %.

Simulated exposures with uniformly distributed pulse errors agree with this. In 40 000 triangular scans the dose noise was 0.348 %, and in 40 000 exposures with 75 equal pulses it was 0.346 %. A standard deviation estimated from $n$ nearly Gaussian samples has a relative sampling error of about $1/\sqrt{2n}$, here 0.35 %, which covers the small difference.

**Photon shot noise.** Even with perfectly steady pulses, the number of photons absorbed in a small area fluctuates. If the incident number is Poisson distributed with mean $n$, and each photon is absorbed independently with probability $a$, the absorbed number has mean $an$. Its variance has two parts: $na(1-a)$ from the random absorption and $a^2n$ from the incident number. They add to $an$, so the relative noise is $1/\sqrt{an}$.

Take a square of resist 40 nm on a side and $a=0.10$, both rough values. At 193 nm the photon energy is 6.42 eV, and 30 mJ/cm² brings $4.66\times10^5$ photons to the square. About $4.66\times10^4$ are absorbed, and the shot noise is 0.46 %.

**Speckle.** Laser light of finite bandwidth leaves a random intensity pattern in each pulse. Model the field at a point as a polarized, circular Gaussian random process during a flat pulse of length $T$. If $\gamma(\tau)$ is its normalized time correlation, the intensity $I$ obeys
$$\langle I(t)I(t')\rangle=\langle I\rangle^2\left[1+|\gamma(t-t')|^2\right].$$
The relative variance of the local pulse energy is the average of $|\gamma|^2$ over both times:
$$C^2=\frac1{T^2}\int_0^T\!\!\int_0^T|\gamma(t-t')|^2\,dt\,dt'\approx\frac{\tau_c}{T},\qquad \tau_c=\int_{-\infty}^{\infty}|\gamma|^2d\tau ,$$
valid for $\tau_c\ll T$, when the inner integral is complete for nearly every $t$.

Since $\gamma$ is the Fourier transform of the normalized spectrum $S$, Parseval's theorem gives $\tau_c=\int S^2d\nu/(\int S\,d\nu)^2$. For a Gaussian spectrum $S\propto e^{-b\nu^2}$, with $\nu$ measured from the line centre, this is
$$\tau_c=\frac{\sqrt{\pi/2b}}{\pi/b}=\sqrt{\frac{b}{2\pi}} .$$
A full width at half maximum $\Delta\nu$ means $b=4\ln2/\Delta\nu^2$, so $\tau_c=\sqrt{2\ln2/\pi}/\Delta\nu$.

A rough full width at half maximum of 0.30 pm corresponds to $\Delta\nu=c\,\Delta\lambda/\lambda^2=2.42$ GHz and $\tau_c=0.275$ ns. With $T=100$ ns, also a rough value, the contrast of one pulse is $C=\sqrt{0.275/100}=5.24\,\%$. If the patterns are independent from pulse to pulse, the slit weights them just as it weights the energy errors. The speckle noise after the scan is then $5.24\,\%/\sqrt{75}=0.61\,\%$. Laser bandwidths are often quoted instead as the width that holds 95 % of the energy. If the 0.30 pm had that meaning, a Gaussian line would have a half-maximum width of only 0.18 pm, and the speckle noise would be 0.78 %. Both values are for polarized light. In unpolarized light two independent components of equal mean intensity add, which lowers the speckle noise by a factor $\sqrt2$, from 0.61 % to 0.43 % for the first value. All these figures count only the averaging over time within a pulse. A real laser beam, with its finite size and divergence, also leaves a static pattern that does not average out during the pulse. It adds to the contrast by an amount that depends on the beam and is not estimated here.

For these numbers both local effects exceed the 0.35 % from pulse energy. The order depends on the area considered. Shot noise varies inversely with the side of the square, and falls below 0.35 % for sides above about 53 nm. The speckle value holds at a point; it too falls when the dose is averaged over an area, and strongly so once the area is much larger than the speckle grains. They are a different kind of error, however. The energy error of a pulse is shared by all points under the slit, so the resulting dose error changes little over scan distances much shorter than the slit base, whereas shot noise and speckle vary from place to place within one pulse.

**Firing phase at odd $N$.** If the base spans 101 pulses, the mean dose depends slightly on $\varphi$. For odd $N=2m+1$ and $\varphi=1/2$, one pulse hits the peak and
$$\sum_k w_k=1+2\sum_{j=1}^{m}\left(1-\frac{2j}{N}\right)=N-\frac{2m(m+1)}{N}=\frac N2+\frac1{2N},$$
because $4m(m+1)=N^2-1$. For $\varphi=0$ the sum is $2\sum_{k=1}^{m}2k/N=N/2-1/(2N)$. Between these phases each weight is linear in $\varphi$, so these are the extremes. Relative to $N/2$ the deviation is at most $1/N^2$, or 0.0098 % at $N=101$, which is negligible here.

**The model beside a real scanner.** Two further assumptions deserve care. First, slit profiles in real scanners can have a flat top. For a symmetric trapezoid whose flat part is a fraction $p$ of the base, the mean of $w$ is $(1+p)/2$ and the mean of $w^2$ is $p+(1-p)/3=(1+2p)/3$. Thus
$$\frac{N_{\rm eff}}{N}=\frac{3(1+p)^2}{4(1+2p)},$$
which rises from $3/4$ for the triangle to 1 for the rectangle. At fixed base and pulse noise, the dose noise then lies between 0.346 % and 0.300 %. Second, lasers with energy feedback adjust later pulses according to earlier ones, so their errors need not be independent. The second variation works out the effect for an assumed, weak correlation; a real feedback loop may give a different one. The noise is also proportional to the assumed 3 %, which differs between lasers.

## Variation 1: a noise limit sets the scan speed

*The dose noise from pulse energy must not exceed 0.30 %. The slit base, repetition rate, pulse noise and mean dose stay as in part (c). How many pulses are needed, and how fast may the wafer move with a whole number of pulses in the base?*

Setting $\sigma/\sqrt{3N/4}\le\ell$, where $\ell$ is the limit, squaring and solving for $N$ gives
$$N\ge\frac43\left(\frac{\sigma}{\ell}\right)^2=\frac43\left(\frac{3}{0.30}\right)^2=133.3 .$$
The smallest whole number is 134. Each pulse advances the wafer by $W/N$, so the speed is
$$v=\frac{fW}{N}=\frac{6000\times10}{134}=448\ \text{mm/s},$$
where $f$ is the repetition rate. The original speed was 600 mm/s. Because $N$ grows as $1/\ell^2$, halving the permitted noise costs a factor of four in speed. The pulse dose $F=2\langle D\rangle/N$ must be lowered in proportion to the speed to keep the mean dose fixed.

## Variation 2: errors that are not independent

*Find the dose noise of part (c) if (i) all pulses of a scan also share a random relative error of standard deviation $\sigma_c=0.20\,\%$, or (ii) there is no shared error, but pulses $j$ and $k$ have correlation $\rho^{|j-k|}$ with $\rho=\pm0.2$.*

**(i)** A shared factor $1+c$, independent of the $e_k$, multiplies the whole dose. To first order in the errors,
$$\frac{D}{\langle D\rangle}=1+c+\frac{\sum_k w_ke_k}{\sum_k w_k}.$$
The two random terms are independent, so their variances add:
$$\left(\frac{\sigma_D}{\langle D\rangle}\right)^2=\sigma_c^2+\frac{\sigma^2}{N_{\rm eff}} .$$
The result is $\sqrt{0.20^2+0.346^2}\,\%=0.40\,\%$. More pulses reduce the second term alone, so the noise cannot fall below $\sigma_c$.

**(ii)** Now the cross terms survive. Grouping them by the separation $m=j-k$, and taking $w=0$ outside the slit,
$$\operatorname{Var}D=F^2\sigma^2\sum_m\rho^{|m|}\sum_k w_kw_{k+m}.$$
The slope of the profile is at most 2 in magnitude, so $w_{k+m}$ differs from $w_k$ by at most $2|m|/N$. When $\rho^{|m|}$ dies out over far fewer than $N$ pulses, the inner sum may be replaced by $\sum_k w_k^2$. The variance is then multiplied by
$$\sum_{m=-\infty}^{\infty}\rho^{|m|}=1+\frac{2\rho}{1-\rho}=\frac{1+\rho}{1-\rho}.$$

For $\rho=+0.2$ the factor is 1.5 and the noise rises to 0.42 %. For $\rho=-0.2$ it is $2/3$ and the noise falls to 0.28 %. The full double sum over the 100 pulses gives the same values to these digits. Negative correlation helps because a pulse that is too strong tends to be followed by one that is too weak, at nearly the same slit weight. The approximation fails when the correlation extends over a sizeable part of the slit; in the limit $\rho\to1$ all pulses err together and the dose noise becomes the full $\sigma$.

The numerical output below lists most of the values used here, many with further digits.

## Calculated quantities

```
Integral of w over unit base: 0.500000
Integral of w^2 over unit base: 0.333333
Limit of N_eff/N: 0.750000
N = 4: 3N/4 = 3.0000, N_eff at phase 0 = 2.6667, at phase 1/2 = 3.2000
N = 10: 3N/4 = 7.5000, N_eff at phase 0 = 7.3529, at phase 1/2 = 7.5758
N = 100: 3N/4 = 75.0000, N_eff at phase 0 = 74.9850, at phase 1/2 = 75.0075
Slit base: 10.0 mm
Scan speed: 600 mm/s
Repetition rate: 6000 Hz
Step between pulses: 0.100 mm
Pulses in the base N: 100
Effective number 3N/4: 75.0
Mean dose: 30.0 mJ/cm2
Mean pulse dose at slit peak: 0.600 mJ/cm2
Energy noise of one pulse: 3.00 %
Dose noise, formula: 0.3464 %
Dose noise, formula: 0.1039 mJ/cm2
Dose noise, simulated triangular scans: 0.3476 %
Dose noise, 75 equal pulses simulated: 0.3462 %
Number of simulated exposures: 40000
Dose noise if all N weighed equally: 0.3000 %
Chosen noise limit: 0.30 %
Pulses needed for the limit: 134
Highest scan speed for the limit: 447.8 mm/s
Common energy error: 0.20 %
Dose noise with common error: 0.4000 %
Dose noise at neighbour correlation -0.2: 0.2829 %
Dose noise at neighbour correlation +0.2: 0.4242 %
Largest mean-dose ripple at N = 101: 0.0098 %
Wavelength: 193 nm
Photon energy: 6.424 eV
Side of resist square: 40 nm
Incident photons in the square: 4.664e+05
Absorbed fraction: 0.10
Absorbed photons in the square: 4.664e+04
Photon shot noise: 0.463 %
Spectral width: 0.30 pm
Spectral width in frequency: 2.415 GHz
Coherence time: 0.2751 ns
Pulse length: 100 ns
Speckle contrast of one pulse: 5.245 %
Speckle noise after the scan: 0.606 %
```
